# The p bands of a planar selenium zigzag with right-angle bonds

## The problem

A planar chain of selenium atoms has bonds of length $d$ that run alternately along $x$ and along $y$, like a staircase. The repeating cell holds two atoms: A, and B, which is reached from A by an $x$ bond. A $y$ bond leads from B to the A atom of the next cell.

Each atom carries the orbitals $p_x,p_y,p_z$, taken as orthonormal and all at the same energy, which is set to zero. Hopping acts between nearest neighbours and is of sigma type: two p orbitals that both point along their common bond are coupled by $V>0$, and p orbitals perpendicular to the bond are not coupled. The filled s shell is left out. Each atom supplies four p electrons.

Find the bands, fill them, and give the gap and the band energy per atom. Use the rough selenium-like values $d=0.24$ nm and $V=3.0$ eV. Then judge how far the answer can be trusted for selenium.

## A tempting solution

Every atom has two neighbours, and the hopping to each is $V$. Let $k$ be the phase gained from one cell to the next. For $p_x$, the two bonds of an A atom then add up to

$$h(k)=V+Ve^{-ik},\qquad |h(k)|=2V\left|\cos\tfrac{k}{2}\right| ,$$

so that $E=\pm 2V|\cos(k/2)|$. The same holds for $p_y$, while $p_z$ stays at zero.

A cell has eight p electrons, and each band takes two per cell. The two lower in-plane bands take four and the two $p_z$ bands take the other four. The upper in-plane bands are empty, but they come down to $E=0$ at $k=\pi$, where they touch the filled $p_z$ level. The chain would have no gap.

## Where it fails

The electron count is right. The fault is the first line, which gives $p_x$ the hopping $V$ on both bonds. A p orbital has a direction, and its hopping depends on the angle it makes with the bond.

Let $\mathbf u$ be the unit vector along a bond, and let $p_{\mathbf e}$ be the p orbital pointing along the unit vector $\mathbf e$. P orbitals combine like vector components, so

$$p_{\mathbf e}=(\mathbf e\cdot\mathbf u)\,p_{\mathbf u}+(\text{a part perpendicular to the bond}).$$

In the sigma-only model the perpendicular part does not hop. Between $p_{\mathbf e}$ on one atom and $p_{\mathbf e'}$ on the other, this leaves

$$\langle p_{\mathbf e}|H|p_{\mathbf e'}\rangle=V(\mathbf e\cdot\mathbf u)(\mathbf e'\cdot\mathbf u).$$

For two $p_x$ orbitals this is $V$ on an $x$ bond and $0$ on a $y$ bond. For two $p_y$ orbitals it is the reverse. Between $p_x$ and $p_y$ it vanishes on both bonds, since one of the two factors is zero. The term $Ve^{-ik}$ in $h(k)$ for $p_x$ should not be there.

## The right solution

**Bands.** Let $a$ and $b$ be the amplitudes on A and B in one cell; in the next cell they are multiplied by $e^{ik}$. For $p_x$ only the bond inside the cell acts:

$$Ea=Vb,\qquad Eb=Va .$$

For $p_y$, atom B is joined to the A atom of the next cell, and A to the B atom of the previous one:

$$Eb=Ve^{ik}a,\qquad Ea=Ve^{-ik}b .$$

Multiply the first equation of each pair by the second and cancel $ab$, which is not zero when $E\neq0$. In the $p_y$ case the phases multiply to one. Both pairs give

$$E^2=V^2,\qquad E=\pm V\quad\text{for every }k .$$

The $p_z$ orbital is perpendicular to both bonds and stays at $E=0$. For each spin there are thus six flat bands: two bonding at $-V$, two lone-pair at $0$ and two antibonding at $+V$.

The flatness has a simple meaning. Each in-plane orbital belongs to one bond, so an electron on an $x$ bond can move between its two atoms but has no matrix element that takes it further. The group velocity, proportional to $dE/dk$, is zero.

**Which combination bonds.** On an $x$ bond, the state $(p_{x,A}-p_{x,B})/\sqrt2$ has the energy $\tfrac12(0+0-V-V)=-V$. The minus sign turns the orbital on B round, so that lobes of equal sign face each other. This is why $V$ is positive for orbitals pointing the same way: their facing lobes have opposite signs, their overlap is negative, and the attractive potential between the atoms gives the hopping the opposite sign to the overlap. For selenium 4p orbitals built by Slater's rules, the sigma overlap at 0.24 nm is $-0.345$, which agrees with this sign.

**Filling.** Each band holds two electrons per cell, counting spin. The eight p electrons fill the two bonding bands with four and the two lone-pair bands with four. Per atom, two electrons are in bonding states, two form the lone pair, and the antibonding bands are empty.

The gap runs from the lone-pair level to the antibonding level:

$$E_{\rm gap}=V-0=3.0\ \text{eV}.$$

It is half of the bonding–antibonding splitting $2V$, because the highest filled level is nonbonding.

The band energy per atom, relative to four electrons in free p levels, is

$$2(-V)+2(0)=-2V=-6.0\ \text{eV}.$$

There is one bond per atom, so this is also the energy per bond. It is not a cohesive energy, since the repulsion between the atoms is missing from the model.

**A chain with ends.** Counting bonds also settles the finite chain. With $N$ atoms there are $N-1$ bonds, hence $N-1$ bonding and $N-1$ antibonding levels. Of the $3N$ orbitals,

$$3N-2(N-1)=N+2$$

remain at zero: one $p_z$ per atom and one cut-off in-plane orbital at each end. For $N=10$ the levels number 9, 12 and 9. The 40 electrons put 18 into bonding levels and leave 22 for 12 nonbonding orbitals, which have 24 places. Two electrons are missing from a full shell. If every atom is neutral, each end atom lacks one of them: it has one electron in its single bond and three in two nonbonding orbitals. The clean gap between filled and empty levels therefore needs a structure without ends: the endless chain, or a closed ring with right angles, which has as many bonds as atoms.

## What bends the flat bands

**Pi hopping.** Orbitals perpendicular to the bond and parallel to each other also overlap. With the same Slater orbitals the pi overlap is $0.116$, a third of the sigma value in size, so neglecting it is a serious step. Call the pi hopping $P$; it is negative, because the overlap is positive. Take $P=-0.8$ eV. This is a chosen value, and the planar result below is sensitive to it: a $P$ scaled by the overlap ratio, about $-1.0$ eV, would just close the gap. The pi overlap itself depends on the orbital used; Hartree–Fock 4p orbitals give 0.16 to 0.18.

The $p_z$ orbitals now hop by $P$ on both bonds:

$$|P+Pe^{-ik}|=2|P\cos(k/2)|,\qquad E=\pm2|P\cos(k/2)| .$$

An in-plane orbital hops by $V$ on one bond and by $P$ on the other:

$$E^2=|V+Pe^{-ik}|^2=V^2+P^2+2VP\cos k .$$

Since $VP<0$, the upper in-plane bands are lowest at $k=0$, where $E=V-|P|$ for $|P|<V$. The $p_z$ bands are highest at the same $k$, where $E=2|P|$. Hence

$$E_{\rm gap}=V-3|P|=3.0-2.4=0.6\ \text{eV}.$$

The gap closes at $|P|=V/3=1.0$ eV, and for somewhat larger $|P|$ the bands overlap. The bonding and antibonding groups remain recognisable, but the lone-pair band is now 3.2 eV wide. The tempting solution can be placed here as well: its in-plane bands are those of a chain with $P=V$, where an orbital hops equally well along and across its own direction.

**Bond angle.** Bonds in selenium meet at roughly $103^\circ$. Return to sigma hopping alone, with a bond angle $\theta$ and $c=\cos\theta$. The bond directions are $\mathbf u_1=(1,0)$ and $\mathbf u_2=(-\cos\theta,\sin\theta)$. The hopping from B to A for the two in-plane orbitals is the matrix

$$M=V\left(\mathbf u_1\mathbf u_1^T+e^{-ik}\mathbf u_2\mathbf u_2^T\right).$$

The in-plane energies are $\pm s_1$ and $\pm s_2$, where $s_1^2\ge s_2^2$ are the eigenvalues of $MM^\dagger$. Their sum is the trace, in which the cross terms contain $(\mathbf u_1\cdot\mathbf u_2)^2=c^2$:

$$s_1^2+s_2^2=V^2(2+2c^2\cos k).$$

Their product follows from the determinant of $M$:

$$s_1s_2=|\det M|=V^2\sin^2\theta=V^2(1-c^2).$$

Subtracting and adding twice the product gives

$$(s_1-s_2)^2=2V^2c^2(1+\cos k)=4V^2c^2\cos^2\tfrac k2,$$

$$(s_1+s_2)^2=V^2\left[4-2c^2(1-\cos k)\right]=4V^2\left(1-c^2\sin^2\tfrac k2\right).$$

Take the roots, then half the sum and half the difference:

$$s_{1,2}=V\left[\sqrt{1-c^2\sin^2\tfrac k2}\pm\left|c\cos\tfrac k2\right|\right].$$

Both terms in $s_1$ are largest at $k=0$, where $s_1=V(1+|c|)$. Because the product $s_1s_2$ does not depend on $k$, $s_2$ is smallest there:

$$E_{\rm gap}=V(1-|\cos\theta|)=3.0\times(1-0.225)=2.3\ \text{eV}.$$

For $\theta=90^\circ$ the flat result returns. For $\theta=180^\circ$ the chain is straight, $s_2=0$ and $s_1=2V|\cos(k/2)|$, so the gap vanishes. The flat in-plane bands thus need the right angle as well as the absence of pi hopping.

**The s shell.** Put the s level 10 eV below the p level, with ss hopping $-1.7$ eV and sp hopping of size 1.9 eV, and keep the right angle and $P=0$. The antibonding bands then spread from 3.0 to 3.7 eV, yet the gap stays at 3.0 eV. The $p_z$ level cannot shift, because $p_z$ changes sign on reflection in the chain plane and s does not. The lower antibonding edge stays for another reason. The antibonding state of an $x$ bond couples to the difference of the s orbitals on its two atoms, and so does that of a $y$ bond. At $k=0$ these are the same difference up to a sign, so one combination of the two antibonding states does not couple to s at all and remains at $+V$. No other antibonding state falls below it, because the s levels lie lower in energy and coupling to them can only push the antibonding states up.

**Spin-orbit coupling, neighbouring chains and temperature.** Each of these is added alone to the flat-band model.

- A spin-orbit constant of 0.2 eV lowers the gap to 2.9 eV.
- If identical chains are stacked directly above one another with a $p_z$ hopping of 0.5 eV between them, the lone-pair level becomes $2(0.5\ \text{eV})\cos q$, where $q$ is the phase from chain to chain. Its top rises to 1.0 eV and the gap falls to 2.0 eV.
- At 300 K, $k_BT=0.0259$ eV. The lone-pair and antibonding levels have equally many places, so equal numbers of electrons and holes put the chemical potential at $V/2$. The antibonding bands then hold $2e^{-V/2k_BT}\approx1.3\times10^{-25}$ electrons per atom, and thermal excitation across the 3.0 eV gap is negligible.

With all the couplings present at once and the $103^\circ$ angle, the stacked planar chains have a gap of $-0.4$ eV when the bands are counted in order of energy: their bands overlap. Counted by orbital character the overlap is 0.6 eV, since $p_z$-like states reach 2.6 eV and in-plane antibonding states come down to 2.0 eV. For these parameters the stacked planar chains are not an insulator. Without the stacking, the same planar chain keeps a gap of about 0.4 eV. It owes this to the s shell: with pi hopping and the $103^\circ$ angle alone, the lowest antibonding level at $k=0$ is $(V-P)(1-|c|)+2P=1.3$ eV, below the $p_z$ top of 1.6 eV, and the single chain has no gap.

## Why a helix does better

Let the bonds run along $x$, $y$ and $z$ in turn, with right angles kept. The chain is now a helix with three atoms per cell. Each atom still has two perpendicular bonds and one p orbital left over, so sigma hopping alone gives the same levels $-V,0,+V$. Planarity is not what makes the bands flat.

The two shapes respond differently to pi hopping. In the planar chain all lone pairs are parallel $p_z$ orbitals, coupled by $P$. In the helix, an atom between an $x$ and a $y$ bond has the lone pair $p_z$, while the next atom, between a $y$ and a $z$ bond, has $p_x$. These are perpendicular, and the hopping between them is zero. This removes the larger part of the planar loss, $2|P|$.

The remaining $|P|$ came from the in-plane orbitals. In the planar chain, $P$ joins the $p_x$ orbitals of one $x$ bond directly to those of the next, where the levels are the same. In the helix, a lone-pair $p_x$ orbital lies between two successive $x$ bonds. Its level differs from theirs by $V$, so for small $P$ the shifts are only of second order.

To find the gap, follow $p_x$ round the three bonds of a cell. Its hoppings are $V,P,P$, and the $3\times3$ determinant gives

$$E^3-(V^2+2P^2)E-2VP^2\cos k=0 .$$

The orbitals $p_y$ and $p_z$ give the same equation. Differentiating it with respect to $\cos k$,

$$\frac{dE}{d\cos k}=\frac{2VP^2}{3E^2-(V^2+2P^2)} .$$

The denominator is the slope of the cubic, which is positive at the highest root and negative at the middle one. At $\cos k=-1$ the antibonding band is therefore lowest and the lone-pair band highest. There the cubic factorises:

$$(E-V)(E^2+VE-2P^2)=0 .$$

For $|P|<V$ the highest root is $E=V$ and the middle one is $\tfrac12\left(-V+\sqrt{V^2+8P^2}\right)$, so

$$E_{\rm gap}=\tfrac12\left(3V-\sqrt{V^2+8P^2}\right)=\tfrac12(9.00-3.76)=2.6\ \text{eV}.$$

With the same $V$, $P$ and bond angle, the planar chain had 0.6 eV. For small $P$ the helix loses $2P^2/V$, which is second order, against the first-order loss $3|P|$ of the planar chain. Adding the s shell and spin-orbit coupling to the isolated helix leaves the gap at 2.6 eV. This number still belongs to right angles and a single chain. It should not be set against the $-0.4$ eV of the planar chains, which also includes the $103^\circ$ angle and the coupling between chains. In a threefold helix with the $103^\circ$ angle, neighbouring lone pairs are no longer perpendicular and hop by about 0.15 eV. With pi hopping, the s shell and spin-orbit coupling its gap is 2.0 eV, against 0.4 eV for a single planar chain with the same couplings.

## Beside real selenium

Selenium chains are helical, and the gap of the crystalline element is roughly 2 eV. The bond length of 0.24 nm and the $103^\circ$ angle are close to the real ones, but the flat-band model and the helix above use $90^\circ$. The hoppings, including the one between chains, are rough. The planar model's 3.0 eV is too large, and that it has the right order of magnitude is no support for the planar model: it is simply the chosen $V$, and with the pi hopping used here a planar chain loses most of that gap. What carries over is the bond count: two bonding electrons and one lone pair per atom, with the lone pairs at the top of the filled states.

A real solid also breaks the assumption of isolated chains; in the stacking example, the coupling between chains moved the gap from 3.0 to 2.0 eV. Phase-change memory alloys of germanium, antimony and tellurium depart further. Their atoms typically have more than two neighbours, so the division into two bonds and a lone pair does not apply to them as it stands, and the numbers found here should not be used for them.

The level ranges behind these gaps are listed in the numerical output below.

## Computed results

```
INPUTS (rough, selenium-like)
bond length = 0.24 nm; repeat length = 0.339 nm
sigma hopping V = 3.00 eV; pi hopping P = -0.80 eV
bond angle for the correction = 103 degrees
s level below p = 10.0 eV
ss hopping = -1.70 eV; sp hopping = 1.90 eV
spin-orbit constant = 0.20 eV
hopping between stacked chains = 0.50 eV
FLAT-BAND MODEL
bonding: level -3.000 eV, width 0.000 eV, 2 electrons/atom
lone-pair: level 0.000 eV, width 0.000 eV, 2 electrons/atom
antibonding: level 3.000 eV, width 0.000 eV, 0 electrons/atom
gap = 3.000 eV
p band energy = -6.000 eV per atom
open chain, 10 atoms: levels at -V, 0, +V = [9, 12, 9]
open chain: electrons missing from full shell = 2
SLATER-RULE 4p OVERLAPS AT THE BOND LENGTH
sigma = -0.345; pi = 0.116 (dimensionless)
NEGLECTED EFFECTS: ranges of the three groups and gap, eV
pi hopping: -3.800 to -2.200; -1.600 to 1.600; 2.200 to 3.800; gap 0.600
bond angle: -3.675 to -2.325; 0.000 to 0.000; 2.325 to 3.675; gap 2.325
s-p mixing: -3.000 to -2.347; 0.000 to 0.000; 3.000 to 3.701; gap 3.000
spin-orbit: -3.106 to -2.900; -0.007 to 0.006; 2.907 to 3.100; gap 2.900
stacked chains: -3.000 to -3.000; -1.000 to 1.000; 3.000 to 3.000; gap 2.000
all, planar: -3.489 to -0.896; -1.972 to 2.408; 1.990 to 4.078; gap -0.418
helix + pi: -3.379 to -3.000; -0.379 to 0.379; 3.000 to 3.379; gap 2.621
helix + pi, s, spin-orbit: -3.384 to -2.337; -0.435 to 0.482; 3.078 to 3.850; gap 2.596
pi hopping that closes the planar gap: |P| = 1.000 eV
kT at 300 K = 0.0259 eV
chemical potential = 1.500 eV
thermal antibonding electrons = 1.3e-25 per atom
```
